\section*{Why the $g$ anisotropy does not fix the zero-field splitting, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Does the $g$ anisotropy fix the zero-field splitting?}

Q: For an orbitally nondegenerate ion I have always taken $D=\lambda(g_\parallel-g_\perp)/2$ as settled. One second-order sum over excited states gives both $g$ and $D$, so measuring one gives the other. You marked this as incomplete in my notes. Where is the gap?

A: Let us fix the model first. The ion is $d^n$. $H_0$ holds a one-electron ligand field and the Coulomb repulsion, with Racah parameters $A,B,C$. The ground multiplet $|0,S,M\rangle$ is orbitally nondegenerate and has the highest spin of the configuration. The perturbation is
\begin{equation}
V=H_{SO}+H_Z=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i+\mu_B\,\boldsymbol{\mathcal B}\cdot(\mathbf L+g_e\mathbf S),
\end{equation}
with $\hbar=1$, $g_e>0$ and field $\boldsymbol{\mathcal B}$. It is to be matched to $\mathbf S\cdot D\cdot\mathbf S+\mu_B\boldsymbol{\mathcal B}\cdot g\cdot\mathbf S$. In axial symmetry $D_{xx}(S_x^2+S_y^2)+D_{zz}S_z^2=(D_{zz}-D_{xx})S_z^2+\text{const}$, so the scalar is $D=D_{zz}-D_{xx}$. Spin-spin coupling and covalency are left out. When all excitation energies $\Delta_b$ are large against $\zeta$, degenerate perturbation theory gives
\begin{equation}
H_{\rm eff}=\langle 0|V|0\rangle-\sum_b\frac{\langle 0|V|b\rangle\langle b|V|0\rangle}{\Delta_b},
\label{eff}
\end{equation}
a matrix in $M,M'$. How do you go on from here?

\section*{The part that is right}

Q: I replace $H_{SO}$ by $\lambda\mathbf L\cdot\mathbf S$. Is that the faulty step?

A: Among the states of highest spin it is exact. Write $H_{SO}=\sum_kV_{kk}$ with $V_{km}=\zeta\sum_il_{ik}s_{im}$, and set $A_k=V_{kz}$. For fixed $k$ the three $V_{km}$ form a vector under spin rotations. The Wigner--Eckart theorem then gives, for two multiplets $a,b$ of the same spin $S$, $\langle aSM|V_{km}|bSM'\rangle=c_k^{ab}\langle M|S_m|M'\rangle$. Fix the constant at $m=z$, $M=M'=S$, where the right side is $c_k^{ab}S$. In $d^3$ all three spins are up in these states, each $s_{iz}=\frac12$, and $A_k=\frac\zeta2L_k$. In $d^8$ the five up-spin orbitals are full and carry $\operatorname{tr}l_k=0$; all of $L_k$ comes from the down-spin electrons, and $A_k=-\frac\zeta2L_k$. Hence $c_k^{ab}=\lambda\langle a|L_k|b\rangle$ with
\begin{equation}
\lambda=+\frac{\zeta}{2S}=\frac\zeta3\ \ (d^3),\qquad \lambda=-\frac{\zeta}{2S}=-\frac\zeta2\ \ (d^8).
\end{equation}

Q: Then the rest follows. In real orbitals $H_0$ is real and $L_k$ is $i$ times a real antisymmetric matrix, so $\langle0|L_k|0\rangle=0$ and the first-order term is $g_e\mu_B\boldsymbol{\mathcal B}\cdot\mathbf S$ alone. Define
\begin{equation}
\Lambda_{kl}=\sum_{b}\frac{\langle0|L_k|b\rangle\langle b|L_l|0\rangle}{\Delta_b},
\end{equation}
which is real and symmetric, since $(i u_k)^\dagger R\,(iu_l)=u_k^TRu_l$ for real vectors $u$ and a real symmetric resolvent $R$. The operator $\mathbf S$ does not lead out of the ground multiplet, so the coupling to $b$ is $\sum_kL_k(\lambda S_k+\mu_B\mathcal B_k)$, and
\begin{align}
H^{(2)}&=-\sum_{kl}\Lambda_{kl}(\lambda S_k+\mu_B\mathcal B_k)(\lambda S_l+\mu_B\mathcal B_l)\nonumber\\
&=-\lambda^2\,\mathbf S\cdot\Lambda\cdot\mathbf S-2\lambda\mu_B\,\boldsymbol{\mathcal B}\cdot\Lambda\cdot\mathbf S+O(\mathcal B^2),
\end{align}
the two cross terms being equal because $\Lambda$ is symmetric. So $g=g_e-2\lambda\Lambda$ and $D_{kl}=-\lambda^2\Lambda_{kl}$. Since $g_\parallel-g_\perp=-2\lambda(\Lambda_{zz}-\Lambda_{xx})$, multiplying by $\lambda/2$ gives $D$.

A: Every line is right for the states $b$ of spin $S$. Call that result $D^{(0)}$. The sum in (\ref{eff}) runs over all states of $d^n$, and the replacement of $H_{SO}$ by $\lambda\mathbf L\cdot\mathbf S$ has dropped some. The operator $\mathbf L\cdot\mathbf S$ commutes with $\mathbf S^2$. The operator $\sum_i\mathbf l_i\cdot\mathbf s_i$ does not: it is a spin vector, and a vector connects $S$ to $S$ and $S\pm1$. For a ground state of highest spin the states of spin $S-1$ remain, singlets in $d^8$ and doublets in $d^3$.

Q: If they enter the sum, they should correct $g$ as well, and the relation might survive.

A: The term of $g$ linear in $\zeta$ is the product $\langle0|H_Z|b\rangle\langle b|H_{SO}|0\rangle$ and its conjugate. $\mathbf L$ acts on orbital coordinates only and $\mathbf S$ commutes with $\mathbf S^2$, so $\langle0|H_Z|b\rangle=0$ whenever $S_b\ne S$. The term for $D$ has $H_{SO}$ in both factors and no such zero. A path that leaves spin $S$ and returns needs $H_{SO}$ twice; with one Zeeman factor added it is a third-order term. These states therefore reach $g$ at order $\zeta^2$, one order beyond the $g$ shift that the relation uses, and reach $D$ at its leading order $\zeta^2$.

\section*{The term from spin $S-1$}

Q: What form does their contribution take? It is not obvious to me that it is a $D$ tensor at all.

A: Wigner--Eckart again: $\langle b,S{-}1,M''|V_{km}|0,S,M\rangle=a^b_k\,t_m(M'',M)$, where the rectangular matrices $t_m$ depend only on $S$. Then
\begin{equation}
H^{(-1)}=-\sum_{kl}D^{(-1)}_{kl}\,t_k^\dagger t_l,\qquad D^{(-1)}_{kl}=\sum_b\frac{a_k^{b*}a_l^b}{\Delta_b}.
\label{hm}
\end{equation}
Treat the vector index as a spin 1 with matrices $(\ell_m)_{kl}=-i\epsilon_{mkl}$. The map $\tau:|l,M\rangle\mapsto\sum_{M''}|M''\rangle\,t_l(M'',M)$ from $1\otimes S$ to spin $S-1$ commutes with rotations. By Schur's lemma $\tau^\dagger\tau$, whose blocks are $t_k^\dagger t_l$, is a positive multiple of the projector on $J=S-1$. Let $X=\boldsymbol\ell\cdot\mathbf S$, that is $X_{kl}=-i\epsilon_{mkl}S_m$. From $2X=J(J+1)-S(S+1)-2$ its eigenvalues are $S$, $-1$, $-(S+1)$ for $J=S+1,S,S-1$. The projector must vanish at the first two and equal one at the third:
\begin{equation}
P_{S-1}=\frac{(X-S)(X+1)}{(-2S-1)(-S)}=\frac{X^2+(1-S)X-S}{S(2S+1)}.
\end{equation}
The square follows from cyclic reordering and the contraction of two $\epsilon$ symbols:
\begin{align}
(X^2)_{kl}&=-\epsilon_{mkj}\epsilon_{njl}S_mS_n=-\epsilon_{jmk}\epsilon_{jln}S_mS_n\nonumber\\
&=-(\delta_{ml}\delta_{kn}-\delta_{mn}\delta_{kl})S_mS_n=S(S+1)\delta_{kl}-S_lS_k .
\end{align}
$X_{kl}$ is antisymmetric in $kl$, so the symmetric part of the numerator is $[S(S+1)-S]\delta_{kl}-\frac12\{S_k,S_l\}=S^2\delta_{kl}-\frac12\{S_k,S_l\}$, with $S^2$ the square of the number $S$. Scale $t_m$, at the cost of $a_k^b$, so that $t_z^\dagger t_z=S^2-S_z^2$. This vanishes at $M=\pm S$, as it must, since spin $S-1$ has no such projection. At $M=S-1$ it gives $|t_z|^2=S^2-(S-1)^2=2S-1$, and since $\langle b,S{-}1,S{-}1|A_k|0,S,S{-}1\rangle=a_k^bt_z$,
\begin{equation}
D^{(-1)}_{kl}=\frac{+1}{2S-1}\sum_{b}\frac{\langle0,S,S{-}1|A_k|b\rangle\langle b|A_l|0,S,S{-}1\rangle}{\Delta_b},
\label{dflip}
\end{equation}
with $b$ of spin and projection $S-1$. $A_k$ is imaginary in real determinants, so your argument for $\Lambda$ makes this tensor real and symmetric, and only the symmetric part of $t_k^\dagger t_l$ survives in (\ref{hm}):
\begin{equation}
H^{(-1)}=\sum_{kl}D^{(-1)}_{kl}\Big(\tfrac12\{S_k,S_l\}-S^2\delta_{kl}\Big).
\label{form}
\end{equation}
It is a $D$ tensor plus a constant. Using $\lambda L_k=A_k/S$ at $M=S$, your term reads $D^{(0)}_{kl}=-S^{-2}\sum_b\langle0SS|A_k|b\rangle\langle b|A_l|0SS\rangle/\Delta_b$, so the diagonal elements of the two tensors have opposite signs. The reason is visible in $A_z$: spin-$S$ states push a level down in proportion to $M^2$, spin-$(S-1)$ states in proportion to $S^2-M^2$. To order $\zeta$ in $g$ and $\zeta^2$ in $D$,
\begin{equation}
D=\tfrac12\lambda(g_\parallel-g_\perp)+D^{(-1)}_{zz}-D^{(-1)}_{xx}.
\end{equation}
I write $D^{(-1)}$ for the last difference.

\section*{Singlets of $d^8$}

Q: Spin-forbidden states lie high and their matrix elements may be small. Is the term more than a formality?

A: Take a tetragonal model with the two $e$ orbitals degenerate, $\Delta_z=\varepsilon_e-\varepsilon_{xy}$, $\Delta_x=\varepsilon_e-\varepsilon_{xz}=\varepsilon_e-\varepsilon_{yz}$. Describe $d^8$ by two holes; they have the Coulomb matrix of two electrons up to a constant and $\zeta\to-\zeta$, a sign that drops out of squared elements. From $l_z=-i\partial_\varphi$,
\begin{equation}
l_z\,d_{x^2-y^2}=2i\,d_{xy},\quad l_zd_{xy}=-2i\,d_{x^2-y^2},\quad l_zd_{xz}=i\,d_{yz},\quad l_zd_{yz}=-i\,d_{xz},
\end{equation}
and $l_zd_{z^2}=0$. Write $a=z^2$, $b=x^2-y^2$, $c=xy$, a bar for spin down. The ground triplet has $|0,1,1\rangle=|ab|$, and $L_z|ab|=2i|ac|$. The ground state is the only triplet of its symmetry, hence an eigenstate of the field and of the Coulomb operator separately. The Coulomb operator commutes with $L_z$, so $|ac|$ has the same Coulomb energy $A-8B$ and lies at exactly $\Delta_z$. Thus $\Lambda_{zz}=4/\Delta_z$. Because $e$ is degenerate, any basis in it may be used, and the cyclic change $z\to x$, $xy\to yz$ gives $\Lambda_{xx}=4/\Delta_x$. With $\lambda^2=\zeta^2/4$,
\begin{equation}
D^{(0)}=-\zeta^2\Big(\frac1{\Delta_z}-\frac1{\Delta_x}\Big).
\end{equation}
For (\ref{dflip}) we need $|0,1,0\rangle=(|a\bar b|+|\bar ab|)/\sqrt2$. Only the hole in $b$ responds, with $s_z=-\frac12$ in the first determinant and $+\frac12$ in the second:
\begin{equation}
\zeta\sum_il_{iz}s_{iz}|0,1,0\rangle=-i\zeta\,\frac{|a\bar c|-|\bar ac|}{\sqrt2}.
\end{equation}
This is a pure singlet of squared norm $\zeta^2$, and $2S-1=1$. The singlet enters with coefficient $+\zeta^2$ against $-\zeta^2$ for the triplet of the same configuration. Only the denominators differ.

Q: What are they?

A: I need these Coulomb and exchange integrals of the real $d$ orbitals, with $t\neq t'$ in $t_2$:
\begin{align}
&J_{tt}=A+4B+3C,\quad J_{tt'}=A-2B+C,\quad K_{tt'}=3B+C,\nonumber\\
&K(z^2,xy)=4B+C,\quad K(x^2{-}y^2,xz)=K(x^2{-}y^2,yz)=3B+C .
\end{align}
The numerical check builds the Coulomb matrix from $3j$ symbols and confirms the energies that follow from them. The singlet $ac$ lies $2K(z^2,xy)$ above its triplet, so $E_{1k}=\Delta_k+8B+2C$. It belongs to a ${}^1T_2$, and the two-hole singlets contain a second ${}^1T_2$, from $t_2^2$. Its matching member has holes in $xz,yz$, Coulomb energy $J_{tt'}+K_{tt'}=A+B+2C$, which is $9B+2C$ above $A-8B$. So $E_{2z}=2\Delta_x+9B+2C$, and for the $x$ member (holes in $xy,xz$) $E_{2x}=\Delta_z+\Delta_x+9B+2C$. The coupling $w$ follows from the free ion. Measured from $A+2C$ the Coulomb matrix of the pair has diagonal $0$ and $B$. At zero field its eigenvalues are the terms ${}^1D$ and ${}^1G$, each of which contains ${}^1T_2$ once. ${}^1D$ lies $5B+2C$ above ${}^3F$ at $A-8B$, which puts it at $-3B$; the trace puts the other at $4B$; the determinant gives $-w^2=-12B^2$. Both configurations are eigenstates of the tetragonal field, so nothing else mixes in. The $11$ element of the inverse $2\times2$ matrix gives
\begin{equation}
D^{(-1)}=\zeta^2(G_z-G_x),\qquad G_k=\frac{E_{2k}}{E_{1k}E_{2k}-12B^2}.
\end{equation}
Take round parameters, in cm$^{-1}$: $\varepsilon_{xz}=\varepsilon_{yz}=0$, $\varepsilon_{xy}=1000$, $\varepsilon_e=10000$, $B=900$, $C=3600$, $\zeta=600$, so $\lambda=-300$, $\Delta_z=9000$, $\Delta_x=10000$. Then
\begin{align}
g_\parallel&=2.00232+600\,(4.4444\times10^{-4})=2.26899,\nonumber\\
g_\perp&=2.00232+600\,(4.0000\times10^{-4})=2.24232,\nonumber\\
D^{(0)}&=-150\,(2.26899-2.24232)=-4.00,\nonumber\\
G_z&=\frac{35300}{23400\cdot35300-9.72\times10^6}=4.32439\times10^{-5},\nonumber\\
G_x&=\frac{34300}{24400\cdot34300-9.72\times10^6}=4.14652\times10^{-5},\nonumber\\
D^{(-1)}&=600^2\,(4.32439-4.14652)\times10^{-5}=+0.640 .
\end{align}
The sum is $-3.36$ cm$^{-1}$ ($-100.7$ GHz), and $D^{(-1)}/D^{(0)}=-0.160$. Dropping the $12B^2$ mixing gives 0.631, so here the direct singlet carries nearly all of the term.

To leading order, the relation $D=\lambda(g_\parallel-g_\perp)/2$ gives only the part of $D$ due to excited states of spin $S$; states of spin $S-1$ add $D^{(-1)}$, which is $-0.160$ times $D^{(0)}$ in the $d^8$ example. It remains to see how this ratio depends on the repulsion and the gaps, to treat $d^3$ and $d^5$, to compare with exact diagonalization, and to say when the relation may still be used.

Numerical values quoted here were computed with a short program.
